# Carrier heating in a two-dimensional channel from energy balance

## Problem

Electrons in a long, uniform two-dimensional channel drift at \(v=10^6\) cm/s in a steady field \(F=2\times10^4\) V/cm. Their energy relaxes towards the lattice value with a time \(\tau_E=0.5\) ps. The lattice is held at \(T_L=300\) K.

(a) By how many kelvin is the electron temperature \(T_e\) above \(T_L\)?

(b) How large is the error made by neglecting the energy of the ordered drift, if the effective mass is \(m=0.5\,m_0\), with \(m_0\) the free-electron mass?

(c) What must hold in a real channel for the answer to apply?

Take a parabolic band, one occupied subband and a nondegenerate electron gas. The symbols \(e\), \(F\) and \(v\) denote positive magnitudes.

## Hints

1. Find the rate at which the field does work on one electron. Which collisions can remove that energy?
2. In the steady state the work rate equals the loss rate. Write the loss as an excess energy divided by \(\tau_E\).
3. Split each electron's velocity into the drift velocity and a random part. How many components does the random part have?
4. For (b), compare the drift energy with the energy supplied during \(\tau_E\).

## Full solution

### Power in, power out

An electron has charge \(-e\), so the force on it points against the field, and so does its drift. Force and mean velocity are parallel and the work is positive. For a band energy \(w=p^2/2m\), the field changes the energy at the rate \(\mathbf p\cdot\dot{\mathbf p}/m\), which is velocity times force. Averaged over the electrons, this is

\[
P=eFv .
\]

Elastic collisions turn the velocity without changing \(w\). They limit \(v\), but they carry no energy away. That is left to inelastic collisions with the lattice, described here by one relaxation time:

\[
\frac{d\langle w\rangle}{dt}=eFv-\frac{\langle w\rangle-w_L}{\tau_E},
\]

where \(w_L\) is the mean energy in equilibrium at \(T_L\). In the steady state the left side vanishes, so

\[
\langle w\rangle-w_L=eFv\,\tau_E .
\tag{1}
\]

The excess energy is what the field supplies during one relaxation time.

### From energy to temperature

Write the velocity of an electron as \(\mathbf v+\mathbf c\), with \(\langle\mathbf c\rangle=0\). The cross term \(m\mathbf v\cdot\langle\mathbf c\rangle\) vanishes, and

\[
\langle w\rangle=\tfrac12mv^2+\tfrac12m\langle c_x^2\rangle+\tfrac12m\langle c_y^2\rangle .
\]

For a Maxwellian, each component has the weight \(e^{-ac_x^2}\) with \(a=m/2k_BT_e\). Its mean square is \(1/2a=k_BT_e/m\), so each component contributes \(k_BT_e/2\). There are two components, and therefore

\[
\langle w\rangle=k_BT_e+\tfrac12mv^2,\qquad w_L=k_BT_L .
\tag{2}
\]

If the driven distribution is not Maxwellian, the first equation still serves as the definition of \(T_e\) through the mean random energy. The balance fixes this mean, not the shape of the distribution.

Inserting (2) into (1) gives

\[
k_B(T_e-T_L)=eFv\,\tau_E-\tfrac12mv^2 .
\tag{3}
\]

### (a) The number

During \(\tau_E\) an electron drifts on average

\[
v\tau_E=(10^6\ \text{cm/s})(0.5\times10^{-12}\ \text{s})=5\times10^{-7}\ \text{cm}=5\ \text{nm}.
\]

Over this length the field supplies

\[
eFv\tau_E=(2\times10^4\ \text{eV/cm})(5\times10^{-7}\ \text{cm})=0.010\ \text{eV}=10\ \text{meV}.
\]

Without the drift term in (3),

\[
T_e-T_L=\frac{10\ \text{meV}}{0.08617\ \text{meV/K}}\simeq116\ \text{K},
\]

and \(T_e\simeq416\) K. The 116 K is a rise above the lattice temperature.

The dimension enters through the heat capacity, \(k_B\) per electron. With three free directions it would be \(\tfrac32k_B\), and the same 10 meV would give 77 K. Confinement to one subband removes the third direction as a store of energy, so the remaining two become hotter.

Two limits show how the rise depends on the field. At fixed mobility \(\mu=v/F\) and fixed \(\tau_E\), it is \(e\mu F^2\tau_E/k_B\): half the field gives a quarter of the rise, 29 K. If instead \(v\) has saturated and \(\tau_E\) is fixed, the rise is proportional to \(F\).

### (b) The drift energy

For \(m=0.5\,m_0\) the drift energy \(\tfrac12mv^2\) is 0.14 meV. Subtracting it from 10 meV lowers the rise to 114.4 K, a change of 1.4 percent.

To see why it is small, define a momentum relaxation time \(\tau_m\) by \(v=eF\tau_m/m\). Then

\[
\frac{\tfrac12mv^2}{eFv\tau_E}=\frac{mv}{2eF\tau_E}=\frac{\tau_m}{2\tau_E}.
\]

Here \(\mu=50\) cm²/Vs, so \(\tau_m=m\mu/e=14\) fs, far below 500 fs. Momentum is randomized many times before the energy is lost, and nearly all the supplied energy becomes random motion. The neglect fails when the two times are comparable: for \(\tau_m=\tau_E\), half of the excess energy would be ordered drift.

### (c) Conditions in a real channel

The data resemble a monolayer MoS₂ channel on oxidized silicon, where mobilities of some tens of cm²/Vs are typical. The mass above and the following values are rough ones for that case. The relaxation time is given, not derived from the material. Without the drift term, (3) makes the rise proportional to \(\tau_E\) at fixed \(F\) and \(v\), so a factor of two in \(\tau_E\) is a factor of two in the 116 K.

**Lattice temperature.** A device in continuous operation does not keep its lattice at 300 K. At a density \(n=5\times10^{12}\) cm⁻² the sheet power is \(neFv=1.6\times10^4\) W/cm², or \(1.6\times10^8\) W/m². Let the heat flow straight down through 90 nm of oxide with conductivity 1.4 W/(m K) and an interface of conductance 15 MW/(m² K). The thermal resistance is

\[
R=\frac{90\times10^{-9}}{1.4}+\frac{1}{15\times10^6}
=1.31\times10^{-7}\ \text{m}^2\text{K/W},
\]

and the lattice warms by about 21 K. At fixed \(v\) and \(\tau_E\) the electrons remain 116 K above it, so \(T_e\) becomes about 437 K. This estimate omits sideways heat flow and the thermal resistance of the silicon. The latter grows with device size: for a silicon conductivity of 140 W/(m K) it adds about 0.6 K at the centre of a square device of side 1 µm, 6 K at 10 µm and 64 K at 100 µm. The 21 K is therefore a value for small devices. The relaxation term also assumes that the phonons receiving the energy stay at the lattice temperature.

**Channel length.** Equation (1) is local, but electrons carry energy along the channel. They drift 5 nm in \(\tau_E\). With the Einstein relation at \(T_e\) as an estimate of the diffusion coefficient, they also diffuse about

\[
\sqrt{\frac{\mu k_BT_e}{e}\,\tau_E}\simeq9.5\ \text{nm}.
\]

Energy travels further than these particle lengths suggest. For an energy-independent \(\tau_m\) in two dimensions, the heat diffusivity is twice the particle diffusion coefficient, and each drifting electron carries \(2k_BT_e\) in the energy flux. At fixed density a disturbance of \(T_e\) then decays over about 19 nm downstream and 9 nm upstream. The channel, and the distance over which the field varies, must be much longer than about 20 nm.

A gated channel must also not be too long. Holding \(n=5\times10^{12}\) cm⁻² across 90 nm of oxide takes about 21 V of gate overdrive, and the voltage drop along the channel eats into it. At fixed mobility, current continuity keeps \(nF\) constant. The field is then 11 percent higher after 1 µm, where the rise is about 144 K, and the channel pinches off near 5 µm. For these values the uniform picture holds only for lengths well below a micrometre.

**Collision broadening.** The balance treats electrons as classical particles with a definite energy between collisions. This requires \(\hbar/\tau_m\ll k_BT_e\). Here \(\hbar/\tau_m=46\) meV, while \(k_BT_e=36\) meV, so the condition is not met. The work rate \(eFv\) does not depend on this picture, but the mean random energy \(k_BT_e\) does. For a channel with such a low mobility, the 116 K is therefore only a rough estimate. As an illustration only, smearing the band edge with a Gaussian of half width \(\hbar/2\tau_m=23\) meV lowers the rise to about 98 K at \(n=5\times10^{12}\) cm⁻². That change is far larger than the drift correction.

**Breakdown.** For a gap of about 2 eV, the uniform field supplies the gap energy over 1000 nm, which is far too wide a barrier for tunnelling to matter. The density of states is constant in two dimensions, so the Maxwellian fraction of electrons above an energy \(E\) is

\[
\frac{\int_E^\infty e^{-\varepsilon/k_BT_e}\,d\varepsilon}{\int_0^\infty e^{-\varepsilon/k_BT_e}\,d\varepsilon}=e^{-E/k_BT_e}.
\]

At the gap energy this is about \(10^{-24}\). A real high-energy tail need not be Maxwellian and can hold many orders of magnitude more electrons, so this number rules out impact ionization only for a nearly Maxwellian gas. Field peaks at contacts need a separate estimate.

## Variation 1: a degenerate gas

*How does Fermi statistics change the rise at \(n=5\times10^{12}\) cm⁻², with fourfold spin and valley degeneracy? Neglect the drift energy.*

The density of states is \(D=4m/(2\pi\hbar^2)=4.18\times10^{14}\) eV⁻¹cm⁻², and \(E_F=n/D=12.0\) meV. Let \(x=E_F/k_BT\), and let \(\eta\) be the chemical potential divided by \(k_BT\). Counting the electrons gives

\[
x=\int_0^\infty\frac{ds}{e^{s-\eta}+1}=\ln(1+e^\eta)
\quad\Rightarrow\quad \eta=\ln(e^x-1).
\]

The mean energy is \(u=k_BT\,G/x\), with \(G=\int_0^\infty s\,ds/(e^{s-\eta}+1)\). The occupation depends on \(s-\eta\), so its \(\eta\)-derivative is minus its \(s\)-derivative. Integration by parts then gives \(dG/d\eta=x\). With \(d\eta/dx=1/(1-e^{-x})\),

\[
\frac{dG}{dx}=\frac{x}{1-e^{-x}}=1+\frac x2+\frac{x^2}{12}+\dots
\]

Since \(G=0\) at \(x=0\), integrating and multiplying by \(k_BT/x\) gives

\[
u=k_BT+\frac{E_F}{4}+\frac{E_F^2}{36\,k_BT}+\dots
\]

The first correction does not depend on temperature and cancels from the energy difference. In the second, \(1/T_e-1/T_L=-(T_e-T_L)/(T_eT_L)\). With \(x_L\) and \(x_e\) the values of \(x\) at \(T_L\) and \(T_e\), the balance becomes

\[
k_B(T_e-T_L)\left(1-\frac{x_Lx_e}{36}\right)=eFv\tau_E .
\]

Here \(x_L=0.46\) and \(x_e=0.33\), so the rise grows by 0.4 percent, to 116.5 K. Solving the balance numerically with the full Fermi integrals gives the same value.

In the opposite limit, \(k_BT_e\ll E_F\), write \(x/(1-e^{-x})=x+x/(e^x-1)\). The integral of the second term tends to \(\pi^2/6\), so \(u\simeq E_F/2+\pi^2(k_BT)^2/6E_F\), and

\[
T_e^2-T_L^2\simeq\frac{6E_F\,eFv\tau_E}{\pi^2k_B^2}.
\]

The heat capacity is then proportional to temperature, and the nondegenerate formula no longer applies.

## Variation 2: upper valleys

*Let further valleys lie \(\Delta=0.2\) eV higher, with \(r=2\) times the density of states of the lower ones. Keep \(v\) and \(\tau_E\) fixed. What is the rise?*

Let all valleys share one temperature and chemical potential, and let \(\tau_E\) govern the total energy. In the nondegenerate gas the upper and lower populations have the ratio \(b=re^{-\Delta/k_BT}\). The upper fraction is \(p=b/(1+b)\). An upper electron has mean energy \(\Delta+k_BT\), so the average over all electrons is \(k_BT+\Delta\,p(T)\). The balance is

\[
k_B(T_e-T_L)+\Delta\,[p(T_e)-p(T_L)]=eFv\tau_E .
\]

A numerical root search gives \(T_e-T_L=103\) K. The upper fraction rises from 0.087 to 0.631 percent, which stores \(200\ \text{meV}\times0.00544=1.1\) meV. The remaining 8.9 meV heats the electrons by 103 K.

A population below one percent thus lowers the rise by 11 percent, because each transferred electron takes up 200 meV. The values of \(\Delta\) and \(r\) are rough for MoS₂, and the upper fraction depends strongly on \(\Delta\) and on the assumed Maxwellian tail, so the size of this correction is uncertain: with \(\Delta=0.1\) eV and the same \(r\), the balance gives a rise of only about 70 K. For these numbers it exceeds the corrections from drift energy and Fermi statistics.

Numerical values quoted here were computed with a short program.
